# Penetration depth of the evanescent infrared field in attenuated total reflection: a program that tests the result

```python
# Result under test: above the critical angle the field outside an internal-
# reflection crystal falls as exp(-z/d_p), with
#     d_p = wavelength / (2 pi sqrt(n1^2 sin^2(theta) - n2^2)).
# n1, n2: indices of crystal and outer medium; theta: internal angle from the
# normal; wavelength: vacuum value; d_p: 1/e depth of the field AMPLITUDE.
# Scalar F is E_y for polarization "s" and H_y for "p"; time factor exp(-i w t).
# Dimensionless lengths are multiplied by k0 = 2 pi / wavelength.
import numpy as np
from scipy.linalg import solve_banded


def penetration_depth(wavelength, n1, n2, theta):
    return wavelength / (2*np.pi*np.sqrt((n1*np.sin(theta))**2 - n2**2))


def weight(eps, pol):
    return eps if pol == "p" else eps*0 + 1.0


def interface_coefficients(n1, n2, theta, pol):
    a = n1*np.cos(theta)/weight(n1**2, pol)
    b = np.sqrt((n1*np.sin(theta))**2 - n2**2)/weight(n2**2, pol)
    return (a - 1j*b)/(a + 1j*b), 2*a/(a + 1j*b)


def solve_wave(n1, n2, theta, pol, step, film_index=None, film_cells=0):
    """Finite differences; the far end is a load that can accept power."""
    left_cells, right_cells = 2000, int(12/step)
    eps = np.full(left_cells + right_cells, float(n2**2))
    eps[:left_cells] = n1**2
    if film_cells:
        eps[left_cells:left_cells + film_cells] = film_index**2
    g = weight(eps, pol)
    kx, q = n1*np.sin(theta), n1*np.cos(theta)
    coupling = 1/(g*step)
    local = -coupling + 0.5*step*(eps - kx**2)/g
    diagonal = np.zeros(eps.size + 1, complex)
    diagonal[:-1] += local
    diagonal[1:] += local
    diagonal[0] += 1j*q/g[0]
    diagonal[-1] += 1j/g[-1]
    incoming = np.exp(-1j*q*left_cells*step)
    rhs = np.zeros(eps.size + 1, complex)
    rhs[0] = 2j*q*incoming/g[0]
    bands = np.zeros((3, eps.size + 1), complex)
    bands[0, 1:] = coupling
    bands[1] = diagonal
    bands[2, :-1] = coupling
    field = solve_banded((1, 1), bands, rhs)
    reflection = (field[0] - incoming)*incoming
    z = np.arange(right_cells + 1)*step
    return z, field[left_cells:], reflection


def fitted_decay_length(z, field):
    window = (z > 0.5) & (z < 3.0)
    return -1/np.polyfit(z[window], np.log(np.abs(field[window])), 1)[0]


def layer_reflection(n1, layer_eps, thickness, n2, theta, pol):
    """Exact reflection of crystal / one layer / outer half-space."""
    kx = n1*np.sin(theta)

    def admittance(eps):
        root = np.sqrt(complex(eps) - kx**2)
        return root, root/weight(complex(eps), pol)
    y1, y2 = admittance(n1**2)[1], admittance(n2**2)[1]
    q, y = admittance(layer_eps)
    tangent = np.tan(q*thickness)
    y_in = y*(y2 - 1j*y*tangent)/(y - 1j*y2*tangent)
    return (y1 - y_in)/(y1 + y_in)


# Example inputs: rough typical values for alumina growth on a silicon crystal
n_crystal, n_outside, n_film = 3.42, 1.0, 1.6
theta = np.radians(45.0)
wavenumber = 2900.0             # 1/cm
wavelength = 1e7/wavenumber     # nm
film_nm = 10.0
k0 = 2*np.pi/wavelength
film_cells = 40
step = k0*film_nm/film_cells

# Decay length, total reflection and surface field from the wave equation.
# Discretization errors scale as (wavenumber*step)^2, a few parts per million.
cases = [(n_crystal, n_outside, theta), (2.4, 1.5, np.radians(45.0)),
         (4.0, 1.33, np.radians(30.0))]
worst_depth_error = 0.0
for n1, n2, angle in cases:
    for pol in "sp":
        z, field, reflection = solve_wave(n1, n2, angle, pol, step)
        predicted = penetration_depth(2*np.pi, n1, n2, angle)
        error = abs(fitted_decay_length(z, field)/predicted - 1)
        worst_depth_error = max(worst_depth_error, error)
        r, t = interface_coefficients(n1, n2, angle, pol)
        assert error < 2e-5
        assert abs(abs(reflection) - 1) < 2e-5
        assert abs(reflection - r) < 5e-5
        assert abs(field[0] - t) < 5e-5

# Below the critical angle the outside wave does not decay and carries power.
for pol in "sp":
    z, field, reflection = solve_wave(n_crystal, n_outside,
                                      np.radians(10.0), pol, step)
    near, far = np.abs(field[z < 6]).mean(), np.abs(field[z >= 6]).mean()
    assert far/near > 0.8 and 1 - abs(reflection)**2 > 0.1

# The two-dimensional fields obey the wave equation and match along the face.
kx, q1 = n_crystal*np.sin(theta), n_crystal*np.cos(theta)
gamma = 1/penetration_depth(2*np.pi, n_crystal, n_outside, theta)
x = np.linspace(0, 7, 29)
d = 1e-3
for pol in "sp":
    r, t = interface_coefficients(n_crystal, n_outside, theta, pol)

    def inside(x, z):
        return np.exp(1j*kx*x)*(np.exp(1j*q1*z) + r*np.exp(-1j*q1*z))

    def outside(x, z):
        return t*np.exp(1j*kx*x - gamma*z)
    for f, n, z0 in ((inside, n_crystal, -0.3), (outside, n_outside, 0.3)):
        laplacian = (f(x+d, z0) + f(x-d, z0) + f(x, z0+d) + f(x, z0-d)
                     - 4*f(x, z0))/d**2
        assert np.max(np.abs(laplacian + n**2*f(x, z0))) < 1e-4
    assert np.max(np.abs(inside(x, 0) - outside(x, 0))) < 1e-12
    slope_in = (inside(x, d) - inside(x, -d))/(2*d)
    slope_out = (outside(x, d) - outside(x, -d))/(2*d)
    mismatch = (slope_in/weight(n_crystal**2, pol)
                - slope_out/weight(n_outside**2, pol))
    assert np.max(np.abs(mismatch)) < 1e-4

# Power flow from the numerical p field, averaged over real time samples.
z, field, _ = solve_wave(n_crystal, n_outside, theta, "p", step)
j = int(0.5/step)
h_y = field[j]
e_x = -1j*(field[j+1] - field[j-1])/(2*step)/n_outside**2
e_z = -kx*h_y/n_outside**2
phase = np.exp(-1j*np.linspace(0, 2*np.pi, 2000, endpoint=False))
flux_normal = (e_x*phase).real*(h_y*phase).real
flux_along = -(e_z*phase).real*(h_y*phase).real
peak_ratio = flux_normal.max()/flux_along.mean()
assert abs(flux_normal.mean()) < 1e-6*flux_along.mean()
assert abs(peak_ratio - gamma/kx) < 1e-3

# Depth fraction of a weak absorber, from exact reflectance losses.
kappa = 1e-5
for n1, n2, angle in cases:
    depth = penetration_depth(2*np.pi, n1, n2, angle)
    for pol in "sp":
        def loss(thickness):
            return 1 - abs(layer_reflection(n1, (n2 + 1j*kappa)**2, thickness,
                                            n2, angle, pol))**2
        for thickness in (0.05, 0.2, 1.0):
            fraction = loss(thickness)/loss(40.0)
            assert abs(fraction/(1 - np.exp(-2*thickness/depth)) - 1) < 1e-3

# Loss of a very thin film: normal E inside it is reduced by (n2/n_film)^2.
thin, film_eps = 1e-4, (n_film + 1e-3j)**2
for pol in "sp":
    t = interface_coefficients(n_crystal, n_outside, theta, pol)[1]
    if pol == "s":
        field_squared, incident = abs(t)**2, q1
    else:
        field_squared = abs(t)**2*((gamma/n_outside**2)**2
                                   + (kx/n_film**2)**2)
        incident = q1/n_crystal**2
    estimate = film_eps.imag*thin*field_squared/incident
    exact = 1 - abs(layer_reflection(n_crystal, film_eps, thin, n_outside,
                                     theta, pol))**2
    assert abs(estimate/exact - 1) < 3e-3   # first order in film thickness

# A finite film changes field strength but not the decay length beyond it.
outer_change, outside_depth = {}, {}
for pol in "sp":
    z, bare, _ = solve_wave(n_crystal, n_outside, theta, pol, step)
    z, coated, reflection = solve_wave(n_crystal, n_outside, theta, pol, step,
                                       n_film, film_cells)
    exact = layer_reflection(n_crystal, n_film**2, k0*film_nm, n_outside,
                             theta, pol)
    assert abs(reflection - exact) < 5e-5
    outside_depth[pol] = fitted_decay_length(z, coated)/k0
    assert abs(outside_depth[pol]*k0*gamma - 1) < 2e-5
    outer_change[pol] = 100*(abs(coated[film_cells]/bare[0])**2 - 1)
    if pol == "s":
        film_drop = abs(coated[film_cells]/coated[0])

# Worked example and neglected effects
d_p = penetration_depth(wavelength, n_crystal, n_outside, theta)
print(f"crystal index n1 (rough): {n_crystal:.2f}")
print(f"outside index n2: {n_outside:.2f}")
print(f"internal angle: {np.degrees(theta):.1f} deg")
print(f"wavenumber: {wavenumber:.0f} 1/cm")
print(f"vacuum wavelength: {wavelength:.1f} nm")
critical = np.degrees(np.arcsin(n_outside/n_crystal))
print(f"critical angle: {critical:.2f} deg")
print(f"n1 sin(theta) = kx/k0: {kx:.4f}")
print(f"gamma/k0: {gamma:.4f}")
print(f"penetration depth d_p (amplitude): {d_p:.1f} nm")
print(f"intensity depth d_p/2: {d_p/2:.1f} nm")
print(f"largest relative depth error, wave solver: {worst_depth_error:.1e}")
print(f"peak normal flux / mean flux along face: {peak_ratio:.3f}")
for depth in (film_nm, d_p/2, d_p, 1.5*d_p):
    share = 100*(1 - np.exp(-2*depth/d_p))
    print(f"weak-absorber signal from first {depth:.1f} nm: {share:.1f} %")
for nu in (2100.0, 3700.0):
    value = penetration_depth(1e7/nu, n_crystal, n_outside, theta)
    print(f"d_p at {nu:.0f} 1/cm, same indices and angle: {value:.1f} nm")
for degrees in (18.0, 30.0, 60.0):
    value = penetration_depth(wavelength, n_crystal, n_outside,
                              np.radians(degrees))
    print(f"d_p at {degrees:.0f} deg, {wavenumber:.0f} 1/cm: {value:.1f} nm")

external = np.radians(10.0)
spread = np.arcsin(np.sin(external)/n_crystal)
print(f"beam half-angle before normal entry facet (rough): "
      f"{np.degrees(external):.1f} deg")
print(f"beam half-angle inside crystal: {np.degrees(spread):.2f} deg")
for sign, name in ((-1, "lower"), (1, "upper")):
    value = penetration_depth(wavelength, n_crystal, n_outside,
                              theta + sign*spread)
    print(f"d_p at {name} edge of beam angles: {value:.1f} nm")

heating, index_slope = 200.0, 2e-4
hot = penetration_depth(wavelength, n_crystal + heating*index_slope,
                        n_outside, theta)
print(f"heating above room temperature: {heating:.0f} K")
print(f"crystal index slope (rough): {index_slope:.1e} 1/K")
print(f"d_p change from heating: {100*(hot/d_p - 1):.2f} %")
pressure = 1.0
gas_excess = 1e-3*pressure/760.0
gas = penetration_depth(wavelength, n_crystal, n_outside + gas_excess, theta)
print(f"vapour pressure: {pressure:.1f} Torr")
print(f"vapour index minus one (rough): {gas_excess:.1e}")
print(f"d_p change from vapour: {1e6*(gas/d_p - 1):.2f} ppm")

print(f"film thickness: {film_nm:.1f} nm")
print(f"film index (rough): {n_film:.2f}")
print(f"d_p in vacuum beyond film, s: {outside_depth['s']:.1f} nm")
print(f"d_p in vacuum beyond film, p: {outside_depth['p']:.1f} nm")
print(f"s-field ratio, outer/inner film face: {film_drop:.4f}")
print(f"bare exponential over same distance: {np.exp(-film_nm/d_p):.4f}")
for pol in "sp":
    print(f"vacuum-side intensity at film top vs bare face, {pol}: "
          f"{outer_change[pol]:+.2f} %")
print(f"normal-field intensity factor in very thin film: "
      f"{(n_outside/n_film)**4:.4f}")
thick = penetration_depth(wavelength, n_crystal, n_film, theta)
film_kappa = 0.05
lossy_gamma = np.sqrt(kx**2 - (n_film + 1j*film_kappa)**2).real
lossy = 1/(k0*lossy_gamma)
print(f"d_p in a thick lossless film: {thick:.1f} nm")
print(f"film extinction index on a band (rough): {film_kappa:.2f}")
print(f"thick-film d_p change from absorption: {100*(lossy/thick - 1):.3f} %")
print("done: every assertion held")
```

It prints:

```
crystal index n1 (rough): 3.42
outside index n2: 1.00
internal angle: 45.0 deg
wavenumber: 2900 1/cm
vacuum wavelength: 3448.3 nm
critical angle: 17.00 deg
n1 sin(theta) = kx/k0: 2.4183
gamma/k0: 2.2019
penetration depth d_p (amplitude): 249.2 nm
intensity depth d_p/2: 124.6 nm
largest relative depth error, wave solver: 5.2e-08
peak normal flux / mean flux along face: 0.910
weak-absorber signal from first 10.0 nm: 7.7 %
weak-absorber signal from first 124.6 nm: 63.2 %
weak-absorber signal from first 249.2 nm: 86.5 %
weak-absorber signal from first 373.9 nm: 95.0 %
d_p at 2100 1/cm, same indices and angle: 344.2 nm
d_p at 3700 1/cm, same indices and angle: 195.4 nm
d_p at 18 deg, 2900 1/cm: 1605.1 nm
d_p at 30 deg, 2900 1/cm: 395.6 nm
d_p at 60 deg, 2900 1/cm: 196.9 nm
beam half-angle before normal entry facet (rough): 10.0 deg
beam half-angle inside crystal: 2.91 deg
d_p at lower edge of beam angles: 266.1 nm
d_p at upper edge of beam angles: 235.3 nm
heating above room temperature: 200 K
crystal index slope (rough): 2.0e-04 1/K
d_p change from heating: -1.39 %
vapour pressure: 1.0 Torr
vapour index minus one (rough): 1.3e-06
d_p change from vapour: 0.27 ppm
film thickness: 10.0 nm
film index (rough): 1.60
d_p in vacuum beyond film, s: 249.2 nm
d_p in vacuum beyond film, p: 249.2 nm
s-field ratio, outer/inner film face: 0.9609
bare exponential over same distance: 0.9607
vacuum-side intensity at film top vs bare face, s: -6.62 %
vacuum-side intensity at film top vs bare face, p: -2.36 %
normal-field intensity factor in very thin film: 0.1526
d_p in a thick lossless film: 302.7 nm
film extinction index on a band (rough): 0.05
thick-film d_p change from absorption: -0.068 %
done: every assertion held
```
